# Why high-field launch carries a microwave to resonance in overdense plasma

A 2.45 GHz microwave meets an argon plasma of $5\times10^{11}$ electrons per cm³, 6.7 times the density at which an unmagnetised plasma becomes opaque. In a one-dimensional model without a magnetic field, 99.9% of the power is reflected. Now add a field along the direction of travel, falling through 87.5 mT inside the plasma, and let the electric vector turn in the electron gyration sense. Sent in from the low-field end, the wave is again 99.9% reflected. Sent in from the high-field end of the same plasma, it is 5% reflected and 95% absorbed.

## The sign of the electron response

I use atomic units: the electron has charge $-1$ and mass 1, the cyclotron frequency is $\omega_c=B$, and $\omega_p^2=4\pi n_e$ for electron density $n_e$. The ions are at rest, the electrons are at first cold, and $\mathbf B$ points along $z$. The wave field is the real part of
$$\mathbf E=E(\hat x+i\hat y)e^{-i\omega t},$$
which turns as $(\cos\omega t,\sin\omega t)$. A free electron obeys $\dot v_x=-Bv_y$, $\dot v_y=Bv_x$ and turns the same way. This is the right-hand (R) wave, its handedness being defined about $\mathbf B$.

Suppose the electron follows the wave on a circle, at displacement $\mathbf r$ from the centre. The magnetic force is $-\mathbf v\times\mathbf B=-\omega\omega_c\mathbf r$, pointing inward, so Newton's law reads
$$-\omega^2\mathbf r=-\mathbf E-\omega\omega_c\mathbf r
\quad\Rightarrow\quad
\mathbf r=\frac{\mathbf E}{\omega(\omega-\omega_c)} .$$

If $\omega_c>\omega$, the magnetic force is stronger than the circle requires. The electric force $-\mathbf E$ must then point outward, so $\mathbf r$ is opposite to $\mathbf E$ and the dipole $-\mathbf r$ lies along $\mathbf E$. If $\omega_c<\omega$, the dipole opposes the field, as it does for a free electron.

Collisions at rate $\nu$ add $-\nu\mathbf v$ to the force. Since $\mathbf v=-i\omega\mathbf r$, this is $+i\omega\nu\mathbf r$, and it replaces $\omega-\omega_c$ by $\omega-\omega_c+i\nu$. Electron trajectories integrated in time with $\nu/\omega=0.05$ give a dipole component along the field of $+4.71\,E/\omega^2$ at $\omega_c=1.2\,\omega$ and $-4.71\,E/\omega^2$ at $0.8\,\omega$.

The polarisation is $\mathbf P=-n_e\mathbf r$ and the squared refractive index is $N^2=1+4\pi P/E$. With $X=\omega_p^2/\omega^2$ and $Y=\omega_c/\omega$,
$$N_R^2=1-\frac{X}{1-Y+i\nu/\omega}.$$

Without collisions, $Y>1$ gives $N_R^2=1+X/(Y-1)>1$ at every density. Adding electrons raises the index, so it cannot pass through zero, and there is no cutoff. For $0\le Y<1$ the index falls with density and vanishes at $X=1-Y$. Once $X>1$, this whole low-field range is evanescent.

With $B=0$ the cutoff is $X=1$, or $n_c=\omega^2/4\pi=1.10\times10^{-14}$ atomic units, which is $7.45\times10^{10}$ cm⁻³. Here $X=6.715$, so
$$N_R^2=1+\frac{6.715}{0.1}=68.2\ \ (Y=1.1),\qquad
N_R^2=1-\frac{6.715}{0.1}=-66.2\ \ (Y=0.9).$$
At $Y=0.9$ the amplitude falls by a factor $e$ in 0.24 cm.

The oppositely turning (L) wave has $Y\to-Y$, hence $N_L^2=1-X/(1+Y)$, with a cutoff at $X=1+Y$. A magnetic field alone is therefore not enough: sent in from the high-field end, the L wave is more than 99.9% reflected. A linearly polarised wave divides its power equally between R and L, so in this model about 47% of it is absorbed.

## Does the resonance itself reflect?

An index that diverges might be expected to act as a mirror. Let the fields depend on $z$ alone and neglect the radial part of $\mathbf B$. Maxwell's equations then give
$$E''+k_0^2N_R^2(z)E=0,\qquad k_0=\omega/c .$$

Take uniform density and $Y=1-z/L$, with $z$ measured from the resonance towards low field. Then
$$N_R^2=1-\frac{a}{z+i\delta},\qquad a=XL,\quad \delta=\nu L/\omega .$$
Collisions place the pole below the real axis, so every solution is analytic in the upper half plane. I take $\delta\to0^+$.

For large $|z|$, try $u=\exp\{ik_0[z-(a/2)\ln z]\}$. Differentiating twice,
$$\frac{u''}{u}+k_0^2N_R^2=q,\qquad q=-\frac{k_0^2a^2}{4z^2}+\frac{ik_0a}{2z^2}.$$
Write the solution that decays towards $+i\infty$ as $E=ug$. Substitution gives $(u^2g')'=-qu^2g$, so
$$g'(z)=-\int_{i\infty}^{z}q(s)\,\frac{u(s)^2}{u(z)^2}\,g(s)\,ds .$$

Integrate down the vertical line above $z=R$ or $z=-R$. There $|u(s)/u(z)|\le e^{\pi k_0a/2}e^{-k_0\,\mathrm{Im}(s-z)}$, so iteration from $g=1$ converges for large $R$ and gives $g'=O(1/|z|^2)$. Hence $g=1+O(1/R)$ at both ends. The constant is the same on the two lines, because between them at height $H$ the change in $g$ is of order $R/H^2$, which vanishes as $H\to\infty$.

One solution is thus known at both ends. Passing from right to left through the upper half plane turns $\ln z$ into $\ln|z|+i\pi$. With $\phi=k_0[z-(a/2)\ln|z|]$ and $\eta=\pi k_0a$,
$$E\to e^{i\phi}\ (z\to+\infty),\qquad E\to e^{\eta/2}e^{i\phi}\ (z\to-\infty).$$

Both are waves travelling to the right. For incidence from high field, the reflected, transmitted and absorbed power fractions are
$$R=0,\qquad T=e^{-\eta},\qquad A=1-e^{-\eta}.$$
The absorption survives as $\nu\to0$, because the loss narrows while its integrated strength stays fixed: $\mathrm{Im}\,N_R^2=a\delta/(z^2+\delta^2)\to\pi a\,\delta_D(z)$, where $\delta_D$ is the Dirac delta function.

For incidence from low field a second solution is needed. Call the first $F$, and let $G$ equal $F^*$ for $z>0$. To the left, $G\to\alpha e^{i\phi}+\beta e^{-i\phi}$. The constant Wronskian of $F$ and $G$ requires $e^{\eta/2}\beta=1$.

The flux $\mathrm{Im}(E^*E')$ drops across $z=0$ by $k_0^2\pi a|E(0)|^2=k_0\eta|E(0)|^2$. The field is continuous there, so $|G(0)|=|F(0)|$ and the two drops are equal:
$$e^\eta-1=|\alpha|^2-e^{-\eta}+1
\quad\Rightarrow\quad |\alpha|^2=(e^{\eta/2}-e^{-\eta/2})^2 .$$

The combination $G-\alpha e^{-\eta/2}F$ has only the left-going wave $\beta e^{-i\phi}$ on the left. On the right it is $e^{-i\phi}-\alpha e^{-\eta/2}e^{i\phi}$, a unit incident wave and its reflection. Therefore
$$R=|\alpha|^2e^{-\eta}=(1-e^{-\eta})^2,\qquad T=\beta^2=e^{-\eta}.$$

Transmission is the same from both sides, but reflection is not. For $k_0a=0.3$, direct integration gives $R$ below $10^{-11}$ and $A=0.610$ from high field, against $R=0.373$ and $A=0.238$ from low field, in agreement with the formulas.

This geometry has a limit. Its cutoff lies at $Y=1-X$, which for $X>1$ is beyond a reversal of the field. An overdense source needs a calculation of its own.

## A finite source

Let the field be 110 mT at the entrance window and fall by 2 mT/cm over 30 cm. Resonance then lies 11.24 cm from the window. The density rises from zero over the first 8 cm as $\sin^2(\pi z/16\,\mathrm{cm})$, with $z$ measured from the window, and falls to zero over the last 8 cm as the mirror image. The collision rate is $\nu/\omega=4.2\times10^{-4}$. These settings give the reflected fractions quoted at the start.

To see where the 5% reflection arises, replace the ramps by abrupt edges. At the window $Y=1.2568$, so
$$N=\sqrt{1+6.715/0.2568}=5.21 .$$
Let $r$ and $t$ be the reflected and transmitted amplitudes. Continuity of $E$ and $E'$ gives $1+r=t$ and $1-r=Nt$, hence
$$r^2=\left(\frac{N-1}{N+1}\right)^2=\left(\frac{4.21}{6.21}\right)^2=0.460 .$$

The wave equation solved through the entire plasma, resonance included, also gives 0.460. A wave returned by the resonance would have interfered with the edge reflection and shifted this value. The loss is therefore an entrance mismatch, and the 8 cm ramps reduce it to 0.052. The value depends on the ramp: a linear rise over 8 cm gives 0.083, and a $\sin^2$ rise over 4 cm gives 0.12. The space outside the plasma is treated as vacuum, with no dielectric window or matching network. With the ramps kept and collisions made ten times more frequent, it is still 0.052.

This low value depends on the density starting from zero at the window. If the plasma there already has half the plateau density, $N=3.75$ at the edge and the same formula gives a reflection of about one third. A real source with dense plasma against its window can therefore reflect much more than 5%.

## What "reaching resonance" means in warm plasma

At 5 eV the electrons do not all see the frequency $\omega$. Let $f_0$ be an isotropic Maxwellian at temperature $T_e$ (in energy units), normalised to 1. The wave's magnetic force drops out of the first-order equation, because it is perpendicular to $\mathbf v$ while $\partial f_0/\partial\mathbf v=-\mathbf vf_0/T_e$ is parallel to $\mathbf v$. The linearised collisionless kinetic equation is
$$-i(\omega-kv_z)f_1-(\mathbf v\times\mathbf B)\cdot\frac{\partial f_1}{\partial\mathbf v}=-\frac{\mathbf E\cdot\mathbf v}{T_e}f_0 .$$

Here $\mathbf E\cdot\mathbf v=E(v_x+iv_y)$, so set $f_1=h\,(v_x+iv_y)$. The magnetic term becomes $+i\omega_cf_1$, and
$$h=\frac{-iEf_0}{T_e(\omega-\omega_c-kv_z)} .$$
Averaging $v_x$ over $f_1$, with $\langle v_x^2\rangle=T_e$, gives the cold velocity $-iE/(\omega-\omega_c)$ with $\omega$ shifted to $\omega-kv_z$ in the denominator, averaged over $v_z$. With $\beta=\sqrt{2T_e}/c$ and $k=N\omega/c$,
$$N^2=1+\frac{X}{N\beta}Z(\zeta),\qquad \zeta=\frac{1-Y}{N\beta},\qquad
Z(\zeta)=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}\frac{e^{-u^2}}{u-\zeta}\,du ,$$
for $\mathrm{Im}\,\zeta>0$ and continued analytically elsewhere. For large $|\zeta|$ on the high-field side, $Z\to-1/\zeta$ restores the cold result.

At $Y=1$ the principal part of the integral vanishes by symmetry and the pole leaves $Z(0)=i\sqrt\pi$. Hence $N^3-N=i\sqrt\pi X/\beta$. With $\beta=0.00442$ this gives $N=12.1+6.9i$: the index is finite and the wave is strongly damped.

Power decays as $\exp(-2k_0\int\mathrm{Im}N\,dz)$. Half of what enters is gone 3.0 cm before $Y=1$, at 93.5 mT, whereas in the cold collisional model the half-power point lies only 0.16 cm before $Y=1$. Including the collisions in the warm index as well moves the warm point by 0.06 cm, to about 3.1 cm. At the warm half-power point $Y-1=0.0688$ and $\mathrm{Re}\,N=10.8$. The resonance condition $\omega-kv_z=\omega_c$ then selects
$$\frac{v_z}{\sqrt{2T_e}}\approx-\frac{0.0688}{10.8\times0.00442}=-1.4 ,$$
electrons moving towards the window, against the wave. At $Y=1$ itself the exponent is 13.5, so about a millionth of the power remains. The wave reaches the Doppler-shifted resonance, and very little of it reaches the nominal one.

At ten times the density, with the same profile, the half-power point moves to 6.3 cm before resonance, inside the entrance ramp. No cutoff has appeared, but heating has moved towards the window, and the steeper rise in index at the entrance raises the reflected fraction to 0.19.

## Comparison with real sources

The frequency, the resonant field, a pressure of 1 mTorr and a density of some $10^{11}$ cm⁻³ are roughly typical of electron cyclotron resonance etching and deposition sources. The example is a model, not a measurement on one of them. Of the neglected effects sized here, Doppler broadening matters most for the cold picture, moving the heating by about 3 cm. The other estimates, made at the warm half-power point, are smaller:

- A chamber radius of 10 cm, with the lowest TE₁₁-like radial pattern, changes the cold parallel index by 0.5%. At the entrance, where the density is near zero, the same pattern lowers the parallel index from 1 to 0.93; its effect on the reflected fraction has not been sized.
- At 500 W spread evenly over the chamber, with half of it left at this point, the driven speed from the cold formula is about 7% of $\sqrt{2T_e}$. This describes electrons away from the Doppler-shifted resonance; resonant electrons are driven harder, and nonlinear effects on them have not been estimated.
- The ion cyclotron frequency and the relativistic mass increase enter at relative size $10^{-5}$.

The warm calculation uses a local index, as if the plasma were uniform around each point; the error of that step has not been estimated. Nor have the curvature of the field lines and radial density variation. A real discharge also sets its own density, which is held fixed here.

For design, the argument requires $Y>1$ from the window to the absorption zone, the R sense of rotation, and a gradual rise in density at the entrance. If the field is below resonance at the window and the plasma becomes overdense before the field rises above it, an evanescent layer shields the resonance. Unless that layer is thin compared with the decay length in it, the advantage is lost. If the field starts above resonance but dips below it on the way, the wave meets $Y=1$ as it enters the dip. In overdense plasma it is then mostly absorbed there, so the heating lies nearer the window than intended. The settings and most of the results are in the numerical output below.

## Computed results

```
Frequency 2.45 GHz; vacuum wavelength 12.24 cm
Unmagnetised cutoff density 7.446e+10 cm^-3
Same cutoff density 1.103e-14 atomic units
Resonant field 87.52 mT
Plateau density 5.0e+11 cm^-3; X = 6.715
L-wave cutoff density at Y=1: 1.489e+11 cm^-3
Field at window 110.0 mT; slope 2.0 mT/cm
Source length 30.0 cm; density ramps 8.0 cm
Y at window 1.2568; Y at far end 0.5713
Resonance at z = 11.238 cm; field scale length 43.76 cm
Polarisation along E, Y=1.2, loss 0.05: +4.706 (E/omega^2)
Polarisation along E, Y=0.8, loss 0.05: -4.706 (E/omega^2)
n_R^2 at plateau density: Y=1.1 68.15; Y=0.9 -66.15
Amplitude decay length at Y=0.9: 0.239 cm
Isolated resonance, k0*a = 0.3: formula T = 0.38966
  from high field: R 1.3e-12, T 0.38966, A 0.61034
  from low field: R 0.37251, T 0.38966, A 0.23783
  formula for low-field R: 0.37251
Argon 1.0 mTorr, 300 K; electrons 5.0 eV
Momentum-transfer cross section (rough) 1e-15 cm^2
Collision rates: neutral 4.82e+06, ion 1.61e+06 s^-1
Collision rate / angular frequency 4.18e-04
R from high field: reflected 0.0517, absorbed 0.9483
  transmitted 3.6e-60; solver-tolerance shift 2.6e-10
R from low field: reflected 0.9986, absorbed 0.0014
L from high-field end: reflected 0.9995, absorbed 0.0005
No magnetic field: reflected 0.9992, absorbed 0.0008
Abrupt entrance: index 5.210, reflected 0.4596
  edge formula 0.4596
Tenfold collisions: reflected 0.0523, absorbed 0.9477
Cold half absorption: 0.159 cm before resonance
Warm half absorption: 3.011 cm before resonance
  there B = 93.55 mT, Y = 1.0688, Re n = 10.82
Warm power depth at Y=1: 13.46 (natural-log units)
Warm index at Y=1: 12.07 + 6.94 i
Thermal speed / c: 0.00442; warm reflected fraction 0.0518
Tenfold density, warm half absorption: 6.287 cm before resonance
Radius 10.0 cm: parallel-index change +0.53 percent
Ion/electron cyclotron-frequency ratio 1.37e-05
Mean relativistic mass increase 1.47e-05
Power 500 W: wave field at half absorption 5.26 V/cm
  cold driven speed / thermal speed 0.066
```
